# The factor one half in current transients from uniform electron traps

## Two sheets of electrons between two plates

Take two conducting planes at $x=0$ and $x=W$, held at equal potential, with a sheet of electrons of charge $-s$ per area between them at depth $x$. Let the electric field along $+x$ be $E_1$ to the left of the sheet and $E_2$ to the right. Gauss's law and the equal potentials require

$$\epsilon(E_2-E_1)=-s,\qquad E_1x+E_2(W-x)=0 .$$

The second equation gives $E_2=-E_1x/(W-x)$. Inserting this in the first gives $-\epsilon E_1W/(W-x)=-s$, so

$$\epsilon E_1=s\left(1-\frac{x}{W}\right).$$

This is the charge per area on the plane at $x=0$. If the sheet now moves to $x=W$, that charge falls to zero, so a charge $s(1-x/W)$ flows out of the left plane into the external wire. A sheet released at $W/4$ sends $3s/4$ through the wire, and one released at $3W/4$ sends $s/4$. Together they send $s$, although they carry $2s$. A uniform distribution consists of such mirror pairs, so its mean is one half.

The question is whether this holds in a depletion region, which contains fixed charge and whose right-hand boundary is not a metal plate.

## The diode and the result

A blocking contact lies at $x=0$ and n-type material at $x>0$. Reverse bias depletes $0<x<W$. Let $q>0$ be the elementary charge, $A$ the area, $N_d$ the donor density and $\epsilon$ the permittivity. The field points towards the contact; $F(x)$ is its magnitude, so $F=d\phi/dx$. Electrons are driven towards $x=W$. Current is counted positive in the reverse direction, out of the contact into the wire.

Electron traps of uniform density $N_t\ll N_d$ are all filled at $t=0$. They emit at a rate $e_n$ independent of the field, without recapture or hole emission. The filled density therefore obeys $dn_t/dt=-e_nn_t$, so $n_t=N_te^{-e_nt}$. At constant bias, and to leading order in $N_t/N_d$, the result is

$$I(t)=\tfrac12\,qAWN_te_n\,e^{-e_nt}. \tag{1}$$

## First derivation: the Shockley-Ramo theorem

Treat $x=0$ and $x=W$ as planes at fixed potentials, and let the diode be much wider than $W$, so that flux through its sides is negligible. Define a weighting potential $w$ by $\nabla^2w=0$, $w(0)=1$, $w(W)=0$; hence $w=1-x/W$. For the actual potential, $\nabla^2\phi=-\rho/\epsilon$. Green's identity reads

$$\int(w\nabla^2\phi-\phi\nabla^2w)\,d^3r=\oint(w\,\partial_n\phi-\phi\,\partial_nw)\,dS ,$$

with the normal pointing out of the region. The left side is $-\epsilon^{-1}\int w\rho\,d^3r$. On the right, the first term survives only at the contact, where $w=1$. There the outward normal points into the metal, so $\epsilon\oint\partial_n\phi\,dS$ is the contact charge $Q_c$. The second term depends only on the fixed potentials. Thus

$$Q_c=-\int w\rho\,d^3r+\text{constant}. \tag{2}$$

Donors and emptied traps do not move, so they add constants. An electron at $x_e$, of charge $-q$, adds $+q(1-x_e/W)$. No charge crosses the blocking contact, so the current in the wire is

$$i=-\frac{dQ_c}{dt}=\frac{q}{W}\frac{dx_e}{dt}. \tag{3}$$

This is the Shockley-Ramo current. The act of emission does not change $Q_c$; the motion afterwards does. An electron released at $x$ delivers

$$\int i\,dt=\frac qW\int_x^W dx_e=q\,\frac{W-x}{W}, \tag{4}$$

whatever its velocity along the way.

In a time $dt$, a layer $dx$ emits $A\,n_te_n\,dx\,dt$ electrons. If transit is much shorter than $1/e_n$, $n_t$ hardly changes during a transit, and the current is the emission rate times the charge per electron:

$$I=qAe_nn_t\int_0^W\frac{W-x}{W}\,dx
=qAe_nn_t\left(W-\frac W2\right)=\tfrac12qAWe_nn_t .$$

With $n_t=N_te^{-e_nt}$ this is equation (1). Its time integral is $qAWN_t/2$.

### Why the depletion edge can serve as a plate

Let the mobile electrons be in equilibrium with the neutral layer, where $\phi=0$. Without traps,

$$\phi''=-\frac{qN_d}{\epsilon}\left(1-e^{q\phi/kT}\right). \tag{5}$$

A small added fixed charge $\delta\rho$ changes the potential by $\delta\phi$, with

$$\delta\phi''=\kappa\,\delta\phi-\frac{\delta\rho}{\epsilon},\qquad \kappa=\frac{q^2N_d}{\epsilon kT}e^{q\phi/kT}.$$

Differentiating (5) gives $\phi'''=\kappa\phi'$. So $w=\phi'/\phi'(0)=F(x)/F(0)$ satisfies $w''=\kappa w$, equals 1 at the contact and vanishes deep in the neutral layer. Multiply the equation for $\delta\phi$ by $w$, subtract $\delta\phi\,w''$ and integrate. Since $\delta\phi=0$ at the contact and deep inside,

$$\Big[w\,\delta\phi'-\delta\phi\,w'\Big]_0^\infty=-\delta F(0)=-\frac1\epsilon\int w\,\delta\rho\,dx .$$

For uniform doping, the weighting function is thus the diode's own normalized field. For graded doping $w$ still obeys $w''=\kappa w$ and is still linear in the depleted region, but $F/F(0)$ is not. Where mobile electrons are negligible, (5) makes $F$ linear and $w=1-x/W$, as for plates.

To fix $W$, multiply (5) by $\phi'$ and integrate from $x$ to the neutral layer:

$$\frac{F(x)^2}{2}=\frac{qN_d}{\epsilon}\left(-\phi(x)-\frac{kT}{q}\right), \tag{6}$$

dropping $e^{q\phi/kT}$ at $x$. With $V$ defined as the total band bending, in volts, less $kT/q$, and $F(0)=qN_dW/\epsilon$, this gives $W^2=2\epsilon V/(qN_d)$.

Solving the nonlinear Poisson equation numerically for the diode described below, with a thin sheet of traps emptied at $x/W=0.1$, 0.5 and 0.9, gives contact fractions 0.90000, 0.50000 and 0.10002. Uniform traps over $0<x<W$ give 0.50038. The small excess comes from the electron tail: the mean of $w$ is

$$\frac{1}{W}\int_0^W\frac{F}{F(0)}dx=\frac{V+kT/q+\phi(W)}{2V},$$

using $F(0)W=2V$. It exceeds one half when the band bending at the nominal edge is below $kT$.

## Second derivation: Poisson's equation with a moving edge

Now let the edge move, and use no theorem about induced charge. Take traps that are negative when filled and neutral when empty. The positive charge density is $qN_+$, with $N_+=N_d-n_t$. Assume a sharp edge $W(t)$, where $F=0$. Poisson's equation, $dF/dx=-qN_+/\epsilon$, gives

$$F(x)=\frac{qN_+}{\epsilon}(W-x),\qquad V=\int_0^WF\,dx=\frac{qN_+W^2}{2\epsilon}. \tag{7}$$

The contact carries charge $-Q$, where

$$Q=\epsilon AF(0)=qAN_+W=A\sqrt{2\epsilon qVN_+}. \tag{8}$$

As traps empty, $N_+$ grows and $Q$ grows with it. At fixed $V$,

$$I=\frac{dQ}{dt}=\frac{Q}{2N_+}\frac{dN_+}{dt}
=\tfrac12qAW(t)\,e_nn_t(t). \tag{9}$$

The half is now the exponent of a square root. It survives at any $N_t/N_d<1$ within this sharp-edge model, provided the current width is used. Since $W$ shrinks, every point still depleted has been emitting since $t=0$, so $n_t$ remains uniform there. Replacing $W(t)$ by a constant gives (1).

The total charge shows the cost of that replacement. With $r=N_t/N_d$ and $W$ the width after emptying, (8) gives

$$\Delta Q=qAN_dW\left(1-\sqrt{1-r}\right)
=\tfrac12qAWN_t\left(1+\frac r4+\dots\right).$$

For $r=0.2$, in units of $qN_dA$ times the Debye length $\sqrt{\epsilon kT/(q^2N_d)}$, the moving-edge value is 3.429, while fixed $W$ gives 3.248, about 5% lower. The nonlinear Poisson solution, with traps emptied over $0<x<W$, gives 3.432. Moving that boundary by one Debye length either way changes this by less than 0.01; moving it inward by five Debye lengths gives about 3.33.

### Where the other half goes

Constant $V$ in (7) requires $dW/W=-dN_+/(2N_+)$. To leading order the edge moves inward by $WN_t/(2N_d)$. Filling that strip with neutralizing electrons takes $N_d\cdot WN_t/(2N_d)=WN_t/2$ per area: half of those emitted. The other half leave through the back contact.

The current is nevertheless the same at every depth. Write a dot for the time derivative. Electrons emitted to the left of $x$ must cross it, giving a conduction current density $q\dot N_+x$. The displacement current density is

$$\epsilon\frac{\partial F}{\partial t}=q\left[\dot N_+(W-x)+N_+\dot W\right]=q\dot N_+\left(\frac W2-x\right).$$

The sum is $q\dot N_+W/2$. At the contact it is all displacement current; at the edge the full emitted flux is half cancelled.

## What each derivation assumes

The first derivation needs two planes at constant potential and electrons that all reach the second. It does not need uniform doping, nor a relation between $V$ and $W$. It therefore also covers a layer fully depleted between two conducting contacts, where the width really is fixed. For an ordinary depletion edge it is a linear-response result, valid for small $N_t/N_d$.

The second needs no weighting potential and no electron trajectories, and it handles a moving edge. As written it needs uniform doping and uniform traps. That restriction can be removed for small changes. Integrating $V=\int F\,dx$ by parts gives $\epsilon V=\int_0^Wx\rho\,dx$. At constant $V$,

$$\int_0^Wx\,\delta\rho\,dx+W\rho(W)\,\delta W=0 .$$

The contact charge changes by

$$\frac{\delta Q}{A}=\int_0^W\delta\rho\,dx+\rho(W)\,\delta W=\int_0^W\left(1-\frac xW\right)\delta\rho\,dx ,$$

which is the Ramo weight again. The edge displacement does the work of the image charge on the second plate.

Both derivations hold the bias constant. If a feedback circuit instead varies $V$ to hold the physical edge still, (8) at constant $W$ gives $dQ/dt=qAW\dot N_+$, and the factor is one. In the Ramo picture, the missing half is the capacitive current:

$$\frac{\epsilon A}{W}\frac{dV}{dt}=\frac{\epsilon A}{W}\cdot\frac{qW^2\dot N_+}{2\epsilon}=\tfrac12qAW\dot N_+ .$$

"Fixed width" in (1) therefore means that the small edge motion is neglected in the prefactor, not that it is prevented.

## A silicon diode at 220 K

Consider a silicon Schottky diode with $A=1\ \mathrm{mm^2}$, $N_d=10^{15}\ \mathrm{cm^{-3}}$, $N_t=10^{13}\ \mathrm{cm^{-3}}$, $V=10$ V and relative permittivity 11.7. The trap has rough values typical of the phosphorus-vacancy acceptor level: depth $E=0.45$ eV and capture cross section $\sigma=4\times10^{-15}\ \mathrm{cm^2}$. The width is $W=\sqrt{2\epsilon V/(qN_d)}=3.596\ \mathrm{\mu m}$.

In equilibrium, capture balances emission. For a half-filled trap, with degeneracy absorbed in $\sigma$, the Fermi level lies at the trap level and the electron density is $N_ce^{-E/kT}$. Hence, with thermal velocity $v_{th}$ and band state density $N_c$,

$$e_n=\sigma v_{th}N_ce^{-E/kT}.$$

With $v_{th}=1.96\times10^7$ cm/s, $N_c=1.77\times10^{19}\ \mathrm{cm^{-3}}$ and $kT=0.01896$ eV, this is 68.2 s$^{-1}$, a time constant of 14.7 ms. The number of emitted electrons is

$$AWN_t=10^{-2}\times3.596\times10^{-4}\times10^{13}=3.60\times10^7 ,$$

so

$$I(0)=\tfrac12q(3.60\times10^7)(68.2\ \mathrm{s^{-1}})=196\ \mathrm{pA}.$$

The total charge is 2.88 pC. The edge moves by 18 nm, and the slightly wider initial region raises $I(0)$ by 0.5%.

### Traps that do not take part

If only $a<x<b$ emits, the integral of the Ramo weight becomes

$$\int_a^b\frac{W-x}{W}dx=\frac{(W-a)^2-(W-b)^2}{2W}. \tag{10}$$

Within a distance $\lambda$ of the edge the trap level lies below the Fermi level and stays filled. The crossing is where the band bending equals $E$ minus the Fermi depth, $0.450-0.185=0.265$ eV. Equation (6), with $F=qN_d\lambda/\epsilon$, then gives

$$\frac{\lambda^2}{W^2}=\frac{0.265-0.019}{10}=0.0246,\qquad \lambda=0.56\ \mathrm{\mu m}.$$

With $a=0$ and $b=W-\lambda$, the current is only 2.5% lower, because the missing electrons had little distance to travel. This, like the currents below, refers to the exponential transient extrapolated back to $t=0$: filled traps near the edge also emit at first, until recapture balances emission there. The mean charge per emitted electron, $q[1-(a+b)/(2W)]$, rises to $0.58q$. The factor one half belongs to the whole region, not to each electron.

Filling matters more. For a rough barrier of 0.80 eV, a zero-bias filling pulse leaves a depletion width of 0.88 µm. A pulse long enough to establish equilibrium fills traps beyond $0.88-0.56=0.31$ µm (from unrounded values); a sharp-edge estimate without the electron tail would fill only those beyond 0.88 µm. Equation (10) then gives 159 pA and 107 pA, 19% and 45% below the ideal current. Pulses much longer than the capture time in the neutral layer lie between these values, because the tail of mobile electrons also fills traps inside the nominal edge. Shorter pulses fall below them: 10 ns gives about 60 pA. Capture at the rate $\sigma v_{th}n$, with $n$ the local electron density, takes 13 ns in the neutral layer and longer in the tail. It gives about 134 pA after a 1 µs pulse and 154 pA after 1 ms. Inferring $N_t$ from (1) would make it too small by the same percentage as the current.

### Comparison with a real diode

The doping, bias and trap density are reasonable for a lightly damaged silicon diode, but the trap parameters are rough, and $e_n$ depends exponentially on depth. Of the departures sized here, incomplete filling is the largest. A trap profile that varies with depth also breaks the uniformity assumption and requires the Ramo weight inside the integral.

Field-assisted emission is the next correction in the simple estimate below, though its real size depends on the trap. Suppose $e_n$ follows the thermally weighted density of band states at the trap. In a uniform field, the imaginary-time path that leaves and returns to the trap in time $\hbar/kT$ is found as follows. Measure $x$ from the trap, so that the electron's potential energy is $-qFx$. In imaginary time $\tau$ the force changes sign, so $m\,d^2x/d\tau^2=-qF$ and $x=(qF/2m)\tau(\hbar/kT-\tau)$. The action is the integral of $\tfrac12m(dx/d\tau)^2-qFx$. Integrating the first term by parts, with $x=0$ at both ends, turns it into $\tfrac12qFx$, so

$$S=-\frac{qF}{2}\int_0^{\hbar/kT}x\,d\tau=-\frac{q^2F^2}{24m}\left(\frac{\hbar}{kT}\right)^3 .$$

Because the action is quadratic, fluctuations about the path do not depend on $F$. The density is multiplied by $e^{-S/\hbar}=\exp[\hbar^2q^2F^2/(24m(kT)^3)]$. For silicon's light mass, $0.19m_e$, and the largest field, 0.056 MV/cm, the factor is 1.08; for full filling it would raise the initial current by 4%. The mass along the field is not the light one in all six conduction valleys. Averaging the factor over the valleys gives about 1.06 at the largest field and a 3% rise in the current. This is not an upper bound. The estimate weights band states of energy $E$ by $e^{-E/kT}$ alone, whereas emission driven by lattice vibrations can favour low energies more strongly. If the lattice around the trap relaxes only weakly, the rise can be many times larger and can match or exceed the loss from incomplete filling; strong relaxation makes it smaller than 3%.

That field is about 0.19 of a rough breakdown field. Estimated thermionic leakage, including image-force lowering of the barrier, is 0.1 pA. Transit to within one Debye length of the edge takes about 46 ps, and the circuit time with 100 ohm in series is 2.9 ns. Both are far below 14.7 ms, as the derivation requires. The remaining values are in the numerical output.

## Numbers as computed

```
temperature 220 K, kT 0.01896 eV
band bending less kT/q: 10.0 V; area 1.0 mm2
donors 1.0e+15 cm-3, traps 1.0e+13 cm-3
relative permittivity 11.7
trap depth (rough) 0.45 eV
capture cross section (rough) 4.0e-15 cm2
masses: density 1.08, thermal 0.26, light 0.19 m_e
band state density 1.769e+19 cm-3
thermal velocity 1.961e+07 cm/s
emission rate 68.18 1/s, time constant 14.67 ms
depletion width W 3.5961 um, Debye length 0.1107 um
initial current, ideal 196.41 pA
current without the half 392.83 pA
total transient charge 2.881 pC
electrons emitted 3.596e+07
x/W, charge fraction from Poisson, 1-x/W:
  0.1  0.90000  0.90000
  0.3  0.70000  0.70000
  0.5  0.50000  0.50000
  0.7  0.30000  0.30000
  0.9  0.10002  0.10000
uniform traps, contact fraction from Poisson 0.50038
  fraction staying at the edge 0.49962
  shift on halving the mesh step -8.9e-09
inward edge shift 17.98 nm
N_t/N_d = 0.2, charge in q N_d A Debye lengths:
  Poisson 3.4317, moving edge 3.4290
  fixed W of emptied traps 3.2480
Fermi level 0.1854 eV below the band
lambda 0.5636 um, lambda/W 0.1567
Schottky barrier (rough) 0.80 eV
zero-bias bending less kT/q 0.5956 V, width 0.8776 um
zone: a (um), b (um), current/ideal, current (pA), charge/electron (q):
  edge layer only: 0.000, 3.032, 0.9754, 191.59, 0.5784
  long pulse: 0.314, 3.032, 0.8084, 158.78, 0.5347
  short pulse: 0.878, 3.032, 0.5469, 107.42, 0.4563
initial current rise from the wider start 0.50 %
largest field 0.0556 MV/cm
  share of rough breakdown field 0.185
field-assisted rate at contact, factor 1.0788
  initial current, factor 1.0389
image-force lowering 0.0262 eV
thermionic leakage 9.98e-02 pA
un-ionized donors in neutral layer 0.121 %
mobility (rough) 2000 cm2/Vs, v_sat (rough) 1e+07 cm/s
dielectric relaxation 3.23 ps
longest transit to one Debye length from edge 46.1 ps
capacitance 28.81 pF
RC time with 100 ohm: 2.88 ns
```
